# Why Weyl node orientation decides which wire sidewalls carry surface current

## 1. What symmetry allows

Consider a magnetic conductor with two Weyl nodes, one of positive chirality at $\mathbf k=-k_0\hat z$ and one of negative chirality at $\mathbf k=+k_0\hat z$. Define $\mathbf b=2k_0\hat z$, which points from the positive node to the negative one. Let the electrons on one flat face, with outward normal $\mathbf n$, be filled to an energy $\delta\mu$ above equilibrium. What surface flow $\mathbf J$ (electrons per second per unit width) can result?

The flow is a polar vector in the face and is odd under time reversal. The normal is polar and even. The node separation is axial and odd, because it comes from the magnetization. If the crystal has inversion symmetry and supplies no other direction, the allowed combination is $\mathbf n\times\mathbf b$. Dimensions supply $\delta\mu/h$:

$$\mathbf J=f\,\frac{\delta\mu}{h}\,\mathbf n\times\mathbf b ,$$

with $f$ dimensionless. The flow vanishes when $\mathbf n\parallel\mathbf b$, since no direction in that face is then preferred. Symmetry does not say whether surface states exist there, nor what $f$ is. Both need a calculation.

## 2. The model and its nodes

With the lattice step $a=1$, take

$$H=A(\sin k_x\,\sigma_x+\sin k_y\,\sigma_y)+M\sigma_z,$$
$$M=t_z(\cos k_z-\cos k_0)-m(2-\cos k_x-\cos k_y),$$

where $A,m,t_z>0$, $0<k_0<\pi$ and $2m>t_z(1-\cos k_0)$. The energies $\pm\sqrt{A^2\sin^2k_x+A^2\sin^2k_y+M^2}$ touch only if $\sin k_x=\sin k_y=M=0$. At $k_x=k_y=0$ this gives $k_z=\pm k_0$. If $k_x$ or $k_y$ equals $\pi$, then $M\le t_z(1-\cos k_0)-2m<0$, so there are no further nodes. Near $\pm k_0$, $M\simeq\mp t_z\sin k_0\,\delta k_z$, and the opposite signs give opposite chiralities: the product of the three velocity coefficients is negative at $+k_0$ and positive at $-k_0$.

Now fix $k_z$ and ask how often the vector $\mathbf d=(A\sin k_x,A\sin k_y,M)$ wraps the origin. This is the Chern number $C$ of the slice, up to sign. For $|k_z|>k_0$, $M<0$ everywhere, so $\mathbf d$ never enters the upper half-space and $C=0$. For $|k_z|<k_0$, $\mathbf d$ points straight up at $k_x=k_y=0$ and nowhere else. It passes that direction once, so $|C|=1$.

## 3. First contribution: the topological demand for an arc

Draw a closed loop in the momentum plane of a face. Together with the periodic momentum along $\mathbf n$ it forms a torus. If the bulk is gapped on the torus, the lower band has a Chern number there.

This number counts surface levels. Each point of the loop defines a chain running into the crystal. Once round the loop, the Berry phase of the chain winds by $2\pi C$, so the filled charge moves by $C$ cells. The end of the chain nevertheless returns to its original Hamiltonian. The displaced charge must be made good by a net $|C|$ end levels crossing the gap. Each crossing is a point where an arc cuts the loop.

Berry flux has sources only at nodes, so for a small loop $C$ is the total node charge inside the tube.

- **Face normal to $x$.** The nodes project to separate points $(k_y,k_z)=(0,\pm k_0)$. A loop around one encloses a single charge, and an arc must leave the point. The computed Chern number is 1.
- **Face normal to $z$.** Both nodes project to $(k_x,k_y)=(0,0)$. A loop around that point encloses both charges, which cancel. The computed number is 0, and no arc is required.

A loop running straight across the zone of the $z$ face could still demand a surface level if the material had a background Chern number. Here it does not: at fixed $0<k_x<\pi$ the component $A\sin k_x$ is positive throughout, so $\mathbf d$ cannot wrap the origin. The same holds with reversed sign for $-\pi<k_x<0$, and likewise for $k_y$.

## 4. Second contribution: the states on an $x$ face

Let the crystal occupy layers $j\ge1$ along $x$, so its outward normal is $-\hat x$. Separate $H=h+A\sin k_y\,\sigma_y$, where $h$ contains only $\sigma_x$ and $\sigma_z$ and so anticommutes with $\sigma_y$. Therefore

$$H^2=h^2+A^2\sin^2k_y .$$

A zero-energy state needs both $\sin k_y=0$ and $h\psi=0$. Zero modes of $h$ can be chosen as eigenstates $\sigma_y\chi=s\chi$, $s=\pm1$, and have energy $E=sA\sin k_y$.

To find them, try $\psi_j=\lambda^j\chi$. Then $e^{ik_x}$ becomes $\lambda$, and with $M_0=t_z(\cos k_z-\cos k_0)-m(2-\cos k_y)$,

$$\left[\frac{A}{2i}(\lambda-\lambda^{-1})\sigma_x+\Big(M_0+\frac m2(\lambda+\lambda^{-1})\Big)\sigma_z\right]\chi=0 .$$

Multiply from the left by $\sigma_z$, use $\sigma_z\sigma_x=i\sigma_y$, and multiply by $2\lambda$:

$$p(\lambda)=(m+sA)\lambda^2+2M_0\lambda+(m-sA)=0 .$$

The missing layer $j=0$ requires $\psi_0=0$, met by $(\lambda_1^j-\lambda_2^j)\chi$, or $j\lambda^j\chi$ for a double root. Both roots must therefore lie inside the unit circle. Their product $(m-sA)/(m+sA)$ has magnitude below one only for $s=+1$. A complex pair is then inside at once. For real roots the remaining requirement is $p(\pm1)=2(m\pm M_0)>0$: it excludes a root on either side of $1$ or $-1$, while the product excludes both roots lying beyond the same end.

The upper condition $M_0<m$ holds because $M_0\le t_z(1-\cos k_0)-m<m$. The lower one, $M_0>-m$, reads

$$t_z(\cos k_z-\cos k_0)>m(1-\cos k_y).$$

At $k_y=0$ this is $|k_z|<k_0$; at $k_y=\pi$ it cannot be met. The zero-energy arc is thus the straight segment $k_y=0$, $|k_z|<k_0$, of length $2k_0$. Its energy $E=A\sin k_y$ does not depend on $k_z$, so its electrons move along $+\hat y=(-\hat x)\times\hat z=\mathbf n\times\hat z$. The opposite face has $s=-1$ and the opposite velocity.

## 5. Third contribution: the $z$ face has nothing to bind

Cut the same crystal normal to $z$. Only $\cos k_z$ involves hopping between layers, and it multiplies $\sigma_z$:

$$H=A\sin k_x\,\sigma_x+A\sin k_y\,\sigma_y+T\sigma_z .$$

Here $T$ is a spinless chain with hopping $t_z/2$. For $N$ layers its eigenstates are $\sin(qj)$ with $q=\pi l/(N+1)$, $l=1,\dots,N$, and eigenvalues $M(q)$, meaning $M$ at $k_z=q$. These states are complete, and $T$ commutes with the spin matrices, so every level is

$$E=\pm\sqrt{A^2\sin^2k_x+A^2\sin^2k_y+M(q)^2}.$$

All are standing waves through the thickness. This termination has no bound state at any in-plane momentum, which is more than topology required. On the $x$ face the hopping carries two different spin matrices, and that is what let a decaying spinor solve the equation.

The stronger statement is fragile. A potential of 1.0 eV on the outer layer, at $k_x=0.3$, $k_y=0$ nm$^{-1}$, binds two states, at 0.731 and 1.317 eV, with practically all their weight in the outer three layers. Both lie above the top of the bulk band (0.587 eV at this momentum), far from the gap. A weaker potential of 0.2 eV binds a level at $-0.030$ eV, inside the projected gap of $\pm0.089$ eV, with 96% of its weight in those layers. Such states are ordinary. A face without arcs may still have surface states, but topology does not demand them.

## 6. Intermediate faces and the size of the current

For a normal at angle $\theta$ to $\hat z$, projection removes the component of $\mathbf b$ along $\mathbf n$. The projected nodes are $2k_0\sin\theta$ apart (unless a reciprocal lattice vector brings them together). On the (101) face, $\theta=45^\circ$ and the hopping between layers still contains only $\sigma_x$ and $\sigma_z$. The argument $H^2=h^2+A^2\sin^2k_y$ therefore survives, and the arc is again straight. With $k_0=0.5$ nm$^{-1}$, slab spectra gave lengths of 1.000, 0.707 and 0.000 nm$^{-1}$ on the $x$, (101) and $z$ faces. Momentum was sampled in steps of 0.1, so these values confirm the law to that resolution, not to three digits.

Each point of the arc is a one-way channel. Filling it by $\delta\mu$ adds a flow

$$\int\frac{dk}{2\pi}\,\frac1\hbar\frac{\partial E}{\partial k}=\frac{\delta\mu}{2\pi\hbar}=\frac{\delta\mu}{h},$$

whatever its velocity. There are $2k_0\sin\theta/2\pi$ channels per unit width, so

$$\mathbf J=\frac{\delta\mu}{h}\,\frac{\mathbf n\times\mathbf b}{2\pi},\qquad f=\frac1{2\pi}.$$

The electric current has magnitude $K=e|\mathbf J|$ and runs against the electron flow. Summing the velocities of the occupied states near one wall, for one $k_z$ slice, reproduced $\delta\mu/h$ within 0.5%.

This is the response to extra filling of one wall. In equilibrium opposite walls carry opposite flows and the wire has no net current. A bias produces one by filling the two directions unequally.

## 7. From faces to wires: an arc is not yet a current along the wire

For a wire with axis $\mathbf l$, what counts is $\mathbf l\cdot(\mathbf n\times\hat z)$.

**Axis along $y$.** The walls $\mp\hat x$ give $\pm1$: one carries forward electrons, the other backward. The $\pm\hat z$ walls carry none.

**Axis along $z$.** All four sidewalls have arcs, yet $\hat z\cdot(\mathbf n\times\hat z)=0$. The electrons circulate round the wire. For a 16 nm square wire, with $k_0$ raised to 1.5 nm$^{-1}$ to keep the states close to the walls, a mode at $k_z=0.7$ nm$^{-1}$ had transverse velocity contributions of $+0.230$ and $-0.230$ from its two halves, and an axial velocity of 0.008, all in units of $A/\hbar$. In so narrow a wire the axial part is not always this small. For the lowest mode it rises to 0.045 at $k_z=1.1$ nm$^{-1}$ and 0.229 at 1.3 nm$^{-1}$, towards the node, where the wall states spread inward.

**Axis between them.** Let $\mathbf l=(0,\sin\varphi,\cos\varphi)$. The $x$ walls contribute $\pm\sin\varphi$. The other pair has $\mathbf n=\pm(0,\cos\varphi,-\sin\varphi)$, so $\mathbf n\times\hat z=\pm\cos\varphi\,\hat x$. These walls have arcs of length $2k_0|\cos\varphi|$, but their flow runs across the wire.

Orientation therefore acts twice: it sets the arc length on a wall, and it sets the direction of the flow.

For each state separately, the second effect is strict only for straight arcs on walls much wider than the depth of the states. Add $-D(\cos k_z-\cos k_0)$ times the unit matrix. At fixed $k_z$ this merely shifts the $x$-face energy, but it creates an axial velocity $D\sin k_z/\hbar$, of opposite sign at $\pm k_z$. For $D=0.1$ eV and $A=0.3$ eV, its largest ratio to the transverse velocity is $0.1\sin(0.5)/0.3=0.16$. A wall of the $z$ wire then holds axial motion of both senses, which cancels in $\mathbf J$ when the whole arc is filled by the same $\delta\mu$. A voltage along the wire fills the two senses unequally, however, so curved arcs can carry some current along $z$ after all. The $z$ face still binds nothing, because the added term is a function of the same chain operator $T$.

## 8. A 60 nm wire, contribution by contribution

Take a wire along $y$, 60 nm wide and 60 nm high, with $A=t_z=0.3$ eV, $m=0.4$ eV, a 1 nm step, $k_0=0.5$ nm$^{-1}$ and the Fermi level 10 meV above the nodes.

**Wall modes.** The height quantizes $k_z$ to $\pi j/61$ nm$^{-1}$, and nine values lie below $k_0$; the continuum estimate is $k_0H/\pi=0.5\times60/\pi=9.55$. The wire has ten forward modes in all, of which eight have over 90% of their weight in one half of the width. Their ballistic conductance is $8e^2/h=310$ µS, or 3.23 kΩ, excluding the other two modes. At 1 mV they carry 0.310 µA. The continuum formula gives $K=6.17$ µA/µm, hence $6.17\times0.060=0.370$ µA. The difference is that between 9.55 and 8 modes. The 90% cut is a convention: 80% would give nine wall modes and 95% seven, so the conductance assigned to the walls is uncertain by about one $e^2/h$ either way.

**Mixing of opposite walls.** At $k_y=k_z=0$ the arc state decays in amplitude over 7.46 nm. Towards the nodes $M_0\to-m$, one root $\lambda$ tends to 1, and the state spreads inward. The splittings at $k_y=0$ accordingly rise from 0.052 to 9.75 meV across the nine subbands. Six are below $k_BT=0.86$ meV at 10 K. More than six modes remain wall-bound at the Fermi level because $A\sin k_y$ there outweighs the smaller splittings.

**Bulk modes.** Seen along $y$, each node has an elliptical pocket of area $\pi E_F^2/(A v_z)$, with $v_z=t_z\sin k_0=0.144$ eV nm. Two pockets give

$$N_b=\frac{WH}{4\pi^2}\,\frac{2\pi E_F^2}{Av_z}=\frac{3600\times10^{-4}}{2\pi\times0.3\times0.144}\approx1.3 .$$

This grows as $E_F^2$ while the arc count barely changes, so in the cone estimate the two are equal near 27 meV. This is only a rough guide: at that energy the finite wire has 16 forward modes in all, not the 19 the estimate implies. Thermal averaging replaces $E_F^2$ by $E_F^2+\pi^2(k_BT)^2/3$. That leaves 1.4 channels at 10 K but gives about 30 at 300 K. The last figure stretches the cone formula beyond its range, since the half gap at the zone centre is only 36.7 meV. Since it is about three times the arc count, it still suggests that heat alone would make the bulk dominate.

**The real case.** The parameters are round numbers, not fitted to any material. A real system of this kind is a ferromagnetic Cr-doped Bi$_2$Te$_3$ film with one node pair along the growth axis. In such a film the top and bottom are the faces without required arcs, and etched sidewalls are the faces with them. The magnetic order is lost well below room temperature, and this node pair with it. The assumption most seriously broken is ballistic motion. Take an assumed mobility of 1000 cm$^2$/Vs together with the model's velocity and its 10 meV Fermi level; none of these is a measured property of the film. The bulk mean free path then comes out as 2.2 nm, and its product with the Fermi wavenumber is 0.07 (at the same mobility the product grows as $E_F^2$ and would be 1.8 at 50 meV). A value below one means that the semiclassical picture has itself failed. A path equal to the width would need about 27,000 cm$^2$/Vs. The 310 µS, give or take the one $e^2/h$ of the cut, is therefore a ceiling for the wall-bound modes. The bulk path does not apply to them directly, since a one-way mode can turn back only through the bulk or the opposite wall, and the model does not say how far below the ceiling a disordered film would fall. The film's own magnetic field matters less. Its magnetization alone would give roughly 0.05 T (for Cr on about 13% of the cation sites at 3 $\mu_B$ each; the value scales with the Cr fraction), and in a wide film magnetized along its normal the demagnetizing field cancels most of that. Even at the full 0.05 T the first Landau energy is 3.7 meV, below $E_F$, and the magnetic length, over 100 nm, exceeds the width.

**The scale of an ordinary metal.** A free-electron metal with a copper-like 85 electrons per nm$^3$ has about $1.1\times10^5$ ballistic channels in the same cross-section, against ten here. At this size and node separation, orientation decides where the surface current flows, but that current is no substitute for the conductance of a common metal.

The numerical output follows.

## Computed values

```
Inputs A, m, tz: 0.3, 0.4, 0.3 eV; lattice step 1 nm
Node position k0: 0.5 nm^-1
In-plane velocity: 4.558e+05 m/s
Chern number of slice kz=0.2 nm^-1: -1
Chern number of slice kz=0.9 nm^-1: 0
Chern number of slice kx=0.3 nm^-1: 0
Tube around one projected node, x face: 1
Tube around merged nodes, z face: 0
Arc length on x face: 1.000 nm^-1
Arc length on (101) face: 0.707 nm^-1
Arc length on z face: 0.000 nm^-1
Grid resolution of arc-end search: 0.1 nm^-1
x-face energy error against A sin ky: 3.4e-15 eV
z-face level error against formula: 3.3e-16 eV
z-face largest weight in outer 3 of 60 layers: 0.071
Same with 1.0 eV surface potential: 1.000
Energy of that ordinary surface state: 1.317 eV
Wall current / (delta_mu/2pi), one slice: 1.0048
z-wire test: k0=1.5, kz=0.7 nm^-1, 16 x 16 nm
z-wire y velocity, left half: 0.230 of A
z-wire y velocity, right half: -0.230 of A
z-wire axial velocity: 0.00791 of A
Example wire width, height: 60, 60 nm
Fermi level above nodes: 10.0 meV
Temperature: 10 K; kT: 0.862 meV
Arc mode estimate k0 H/pi: 9.55
Forward modes found in wire: 10
Of these, over 90% in one half of width: 8
Ballistic conductance of wall-bound modes: 309.9 uS
Corresponding resistance: 3.227 kohm
Sheet current on x wall at 1 mV: 6.166 uA/um
Wall-bound mode current at 1 mV: 0.310 uA
Arc amplitude depth at kz=0: 7.46 nm
Wall splittings, meV: 0.052 0.067 0.101 0.176 0.352 0.781 1.853 4.419 9.751
Splittings below kT: 6
Bulk channels, cone estimate at T=0: 1.33
Bulk channels at 10 K: 1.36
Bulk channels at 300 K, cone extrapolation: 30.5
Fermi level where bulk equals arcs: 26.8 meV
Half gap at zone centre: 36.7 meV
Bulk Fermi wavenumber in plane: 0.0333 nm^-1
Mean free path at 1000 cm2/Vs: 2.19 nm
Product k_F x mean free path: 0.073
Mobility for path equal to width: 27347 cm2/Vs
Own field (rough): 0.05 T; magnetic length: 114.7 nm
First Landau energy in own field: 3.70 meV
Particle-hole hopping for arc bending: 0.1 eV
Largest axial/transverse arc speed: 0.160
Copper-like electron density (rough): 85 nm^-3
Free-electron metal channels, same wire: 1.06e+05
```
